# Barrier Height versus Work Function for a U-Shaped Interface-State Density

A metal of work function $\Phi_M$ faces an n-type semiconductor of gap $E_g$ and electron affinity $\chi$ across a thin insulating layer of thickness $\delta$ and relative permittivity $\kappa$. On the semiconductor side of the layer there are interface states with density $D(E)>0$ per unit area and energy. Energies $E$ are measured from the valence-band top at the interface. The states carry no net charge when they are filled up to the neutrality level $E_0$ and empty above it. The barrier $\Phi_B$ is the height of the conduction-band edge at the interface above the Fermi level, which therefore lies at

$$E_F=E_g-\Phi_B .$$

The algebra uses atomic units, with electron charge $-1$ and $4\pi\varepsilon_0=1$. Parts (a) to (e) assume zero temperature, equilibrium with a single Fermi level, and no charge in the semiconductor other than that of the interface states. They also assume that $\delta,\kappa,\chi,D$ and $E_0$ are the same for every metal. Part (f) relaxes several of these assumptions.

## (a) Find the equation that fixes the barrier, and show that its solution is unique.

**Solution.** If $E_F$ lies below $E_0$, the states between them have lost their electrons and the interface is positive. If $E_F$ lies above $E_0$, it is negative. Both cases are contained in the net positive charge per area

$$n(E_F)=\int_{E_F}^{E_0}D(E)\,dE,\qquad \frac{dn}{dE_F}=-D(E_F). \tag{1}$$

The metal surface carries the opposite charge $-n$. By Gauss's law the field in the layer has magnitude $4\pi |n|/\kappa$. For $n>0$ it points from the semiconductor to the metal, so the electrostatic potential is higher on the semiconductor side by $4\pi\delta n/\kappa$. Electrons are negative, so their energy is lower there by

$$A\,n,\qquad A=\frac{4\pi\delta}{\kappa}.$$

Start at the common Fermi level. The vacuum level just outside the metal is $\Phi_M$ above it. Across the layer this level falls by $An$, and the conduction-band edge lies $\chi$ lower still. Hence $\Phi_B=\Phi_M-An-\chi$, or

$$\Phi_B+A\,n(E_g-\Phi_B)=\Phi_M-\chi . \tag{2}$$

An energy argument gives the same condition. Taking $dn$ electrons from states at the Fermi level costs $(\chi+\Phi_B)\,dn$, measured from the vacuum level of the uncharged semiconductor. Placing them in the metal returns $\Phi_M\,dn$. The field energy per area is

$$\frac{\kappa}{8\pi}\left(\frac{4\pi n}{\kappa}\right)^2\delta=\frac{2\pi\delta}{\kappa}n^2=\tfrac12An^2 ,$$

which grows by $An\,dn$. At the minimum of the total energy $\chi+\Phi_B-\Phi_M+An=0$, which is (2).

Call the left side of (2) $G(\Phi_B)$. Since $E_F=E_g-\Phi_B$, the chain rule and (1) give

$$\frac{dn}{d\Phi_B}=\frac{dn}{dE_F}\frac{dE_F}{d\Phi_B}=(-D)(-1)=D,\qquad G'=1+A\,D(E_F)>0 .$$

A strictly increasing function takes each value at most once, so there is at most one barrier for each metal. It lies between $0$ and $E_g$ when $\Phi_M-\chi$ lies between $G(0)=A\,n(E_g)$ and $G(E_g)=E_g+A\,n(0)$.

## (b) Derive the local slope of barrier against work function.

**Solution.** Differentiate (2) with respect to $\Phi_M$, with all other parameters fixed:

$$\left[1+A\,D(E_F)\right]\frac{d\Phi_B}{d\Phi_M}=1 .$$

Therefore

$$S\equiv\frac{d\Phi_B}{d\Phi_M}=\frac{1}{1+A\,D(E_g-\Phi_B)} . \tag{3}$$

For $AD\ll1$ the slope tends to 1, and the barrier follows the work function. For $AD\gg1$ it tends to $1/(AD)$, and the barrier is pinned. In between, a rise $d\Phi_M$ divides into a barrier change $S\,d\Phi_M$ and a change $(1-S)\,d\Phi_M$ of the drop across the layer.

The density in (3) is the one at the Fermi level. States far from $E_F$ keep their occupation when the metal is changed slightly. They affect the total charge, and so the value of $\Phi_B$, but they do not respond to the change.

## (c) Let $D$ fall strictly to a minimum at $E_m$ and then rise strictly. Where is the curve steepest, and how does it bend?

**Solution.** Equation (3) makes $S$ a decreasing function of $D$. As $\Phi_M$ rises, $\Phi_B$ rises continuously and $E_F$ moves down through the gap, passing each energy once. The slope therefore has its largest value where $E_F=E_m$:

$$S_m=\frac{1}{1+A\,D(E_m)} .$$

The bending follows from differentiating (3), with $dE_F/d\Phi_M=-S$:

$$\frac{d^2\Phi_B}{d\Phi_M^2}=-S^2A\,D'(E_F)\,(-S)=A\,S^3D'(E_F). \tag{4}$$

At low work function $E_F$ lies above $E_m$, where $D'>0$, and the curve bends upward. At high work function $E_F$ lies below $E_m$, where $D'<0$, and it bends downward. The curve is a stretched S, with its inflection at the density minimum.

The work function of this point follows from (2) with $\Phi_B=E_g-E_m$:

$$\Phi_M^*=\chi+E_g-E_m+A\int_{E_m}^{E_0}D\,dE . \tag{5}$$

The steepest point is thus tied to $E_m$ and not to the neutrality level. Moving $E_0$ while $D$ is held fixed slides $\Phi_M^*$ along the axis at the rate $A\,D(E_0)$, but leaves $E_F=E_m$ at the steepest point.

The result needs a metal that brings $E_F$ to $E_m$. If the available metals keep $E_F$ on one side, $D$ is monotonic over the range covered, and the steepest point is the end of that range nearest $E_m$.

Two other densities show that the U shape is responsible. A constant $D$ makes (4) vanish and gives a straight line. A density with a single hump reverses the signs of $D'$, and the curve is then flattest where $E_F$ crosses the hump.

## (d) How sharp is the maximum, and what does the slope between two distant metals measure?

**Solution.** Let $x=\Phi_M-\Phi_M^*$. To first order $E_F-E_m=-S_mx$. Since $D'(E_m)=0$, the density is, to second order,

$$D(E_F)=D(E_m)+\tfrac12D''(E_m)S_m^2x^2 .$$

From (3), a small change $\Delta D$ changes the slope by $-S_m^2A\,\Delta D$. Hence

$$S\simeq S_m-\tfrac12A\,D''(E_m)\,S_m^4\,x^2 . \tag{6}$$

As $A$ grows, $A\,S_m^4$ rises until $A\,D(E_m)=1/3$ and falls beyond it. Strong pinning therefore flattens the peak as well as lowering it, because $E_F$ then moves little from one metal to the next.

Now take two metals, 1 and 2, with $\Phi_{M2}>\Phi_{M1}$, and write $\Delta$ for the difference, 2 minus 1. Subtracting their equations (2) gives

$$\Delta\Phi_B+A\int_{E_{F2}}^{E_{F1}}D\,dE=\Delta\Phi_M .$$

The interval of integration has length $E_{F1}-E_{F2}=\Delta\Phi_B$, so the integral equals $\langle D\rangle\Delta\Phi_B$, where $\langle D\rangle$ is the mean density over the energies swept. Therefore

$$\frac{\Delta\Phi_B}{\Delta\Phi_M}=\frac{1}{1+A\langle D\rangle}. \tag{7}$$

Within this model the slope between two metals gives a mean density. For a U-shaped $D$ it exceeds the minimum density.

## (e) Evaluate the result for metals on n-type silicon with a thin, unannealed oxide.

**Solution.** Take the rough typical values $E_g=1.12$ eV, $\chi=4.05$ eV, $\delta=1.0$ nm and $\kappa=3.9$. For the states use

$$D(E)=D_b+D_ve^{-E/w_v}+D_ce^{-(E_g-E)/w_c},$$

with $D_b=5.0\times10^{12}$ and $D_v=D_c=3.0\times10^{14}$ cm$^{-2}$ eV$^{-1}$, $w_v=0.13$ eV, $w_c=0.10$ eV and $E_0=0.40$ eV. Both exponentials have positive second derivatives, so $D$ has a single minimum. Setting $D'=0$ gives

$$\frac{D_v}{w_v}e^{-E_m/w_v}=\frac{D_c}{w_c}e^{-(E_g-E_m)/w_c}.$$

Taking logarithms and collecting $E_m$,

$$E_m=\frac{E_g/w_c+\ln[D_vw_c/(D_cw_v)]}{1/w_v+1/w_c}=\frac{11.20-0.262}{17.69}=0.618\ \text{eV}.$$

In ordinary units $A=e^2\delta/(\kappa\varepsilon_0)=4.64\times10^{-14}$ eV cm$^2$. With $D(E_m)=9.57\times10^{12}$ cm$^{-2}$ eV$^{-1}$,

$$A\,D(E_m)=0.444,\qquad S_m=\frac1{1.444}=0.693 .$$

The barrier there is $1.120-0.618=0.502$ eV. Integrating $D$ from $E_m$ to $E_0$ gives the layer drop

$$An=A\Big\{D_b(E_0-E_m)+D_vw_v\big[e^{-E_m/w_v}-e^{-E_0/w_v}\big]+D_cw_c\big[e^{-(E_g-E_0)/w_c}-e^{-(E_g-E_m)/w_c}\big]\Big\},$$

which is $-0.127$ eV. It is negative because $E_F$ lies above $E_0$ and the states hold extra electrons. Equation (5) then gives

$$\Phi_M^*=4.050+0.502-0.127=4.425\ \text{eV}.$$

Solving (2) numerically for other work functions gives the following values, with $D$ in $10^{13}$ cm$^{-2}$ eV$^{-1}$ and energies in eV.

| $\Phi_M$ | $\Phi_B$ | $E_F$ | $D(E_F)$ | $S$ |
|---|---|---|---|---|
| 4.100 | 0.298 | 0.822 | 2.08 | 0.509 |
| 4.300 | 0.416 | 0.704 | 1.10 | 0.662 |
| 4.425 | 0.502 | 0.618 | 0.96 | 0.693 |
| 4.700 | 0.681 | 0.439 | 1.56 | 0.580 |
| 5.000 | 0.824 | 0.296 | 3.58 | 0.376 |
| 5.300 | 0.915 | 0.205 | 6.68 | 0.244 |

The slope rises to its maximum and then falls by almost a factor of three. At the neutrality level, reached at $\Phi_M=4.77$ eV, the slope is 0.531, well below the maximum. If $E_0$ is moved to 0.70 eV with $D$ unchanged, the steepest point moves to $\Phi_M=4.590$ eV but still has $E_F=0.618$ eV.

With $D''(E_m)=3.51\times10^{14}$ cm$^{-2}$ eV$^{-3}$, the coefficient $A D''S_m^4$ in (6) is 3.75 eV$^{-2}$. At 4.300 eV, where $x=-0.125$ eV, equation (6) predicts $0.693-\tfrac12(3.75)(0.125)^2=0.663$, against 0.662 in the table. At 4.700 eV it predicts 0.551 against 0.580, so the parabola is already poor at $x=0.275$ eV.

Between the end metals the mean slope is $(0.915-0.298)/1.200=0.514$. Equation (7) turns this into $\langle D\rangle=2.04\times10^{13}$ cm$^{-2}$ eV$^{-1}$, about twice the minimum density.

## (f) How do temperature, semiconductor charge and a metal-dependent layer alter the result?

**Solution.** *Temperature.* With the Fermi function $f$, the state charge becomes

$$n_T=\int^{E_0}D\,dE-\int D\,f\,dE,$$

both integrals starting at the valence-band top and the second covering the gap. Since $\partial f/\partial E_F=-\partial f/\partial E$,

$$\frac{dn_T}{dE_F}=-D_T,\qquad D_T(E_F)=\int D(E)\left(-\frac{\partial f}{\partial E}\right)dE .$$

The thermal average $D_T$ replaces $D$ in (3). The weight is even about $E_F$ and has second moment $\pi^2(kT)^2/3$. Expanding $D$ about $E_F$ gives, to leading order, $D_T=D+\tfrac{\pi^2}{6}(kT)^2D''$. The minimum therefore moves by $-\tfrac{\pi^2}{6}(kT)^2D'''/D''$. At $E_m$ the two tails have slopes of equal size $g$, so

$$D''=g\left(\frac1{w_c}+\frac1{w_v}\right),\qquad D'''=g\left(\frac1{w_c^2}-\frac1{w_v^2}\right),$$

and the shift is $-\tfrac{\pi^2}{6}(kT)^2(1/w_c-1/w_v)$. At 300 K, with $kT=0.0259$ eV, this is $-0.0025$ eV. The minimum moves away from the steeper tail.

*Semiconductor charge.* Let $v=\Phi_B-\zeta$ be the band bending, where $\zeta$ is the depth of the Fermi level below the conduction band in the bulk. Let $\rho(v)$ be the charge density and $\kappa_s$ the relative permittivity of the semiconductor. Poisson's equation is $v''=4\pi\rho/\kappa_s$. Multiplying by $v'$ and integrating from the bulk gives $v'^2=(8\pi/\kappa_s)\int_0^v\rho\,du$. By Gauss's law the charge per area is $N_{sc}=\kappa_s|v'|/4\pi$ for $v>0$, so

$$N_{sc}^2=\frac{\kappa_s}{2\pi}\int_0^v\rho(u)\,du .$$

This charge adds to $n_T$ in (2), and differentiation gives

$$S=\frac{1}{1+A(D_T+c)},\qquad c=\frac{dN_{sc}}{d\Phi_B}.$$

In depletion $\rho$ is the donor density $N_d$. Then $N_{sc}=\sqrt{\kappa_sN_dv/2\pi}$ and $c=N_{sc}/2v$, which falls as the barrier grows. The sum $D_T+c$ is therefore smallest slightly below the minimum of $D_T$.

*A layer that varies with the metal.* If $A$ depends on $\Phi_M$, differentiating (2) gives $(1+AD)\,d\Phi_B/d\Phi_M+n\,dA/d\Phi_M=1$, so

$$\frac{d\Phi_B}{d\Phi_M}=\frac{1}{1+AD}\left[1-An\,\frac{d\ln A}{d\Phi_M}\right].$$

*Sizes.* Take $N_d=1.0\times10^{16}$ cm$^{-3}$, $\kappa_s=11.7$ and band densities of states of $2.8\times10^{19}$ (conduction) and $1.8\times10^{19}$ cm$^{-3}$ (valence), which give $\zeta=0.205$ eV. The mobile carriers follow Boltzmann statistics. Current also sees the image-force lowering. In a surface field $F$ the energy $-1/(4\kappa_sz)-Fz$ has its maximum $-\sqrt{F/\kappa_s}$ at $z=1/(2\sqrt{\kappa_sF})$, so the barrier top drops by $\sqrt{F/\kappa_s}$, here 0.019 eV at the steepest point. This form treats the metal as touching the semiconductor. With the 1 nm layer of lower permittivity in place, the image force close to the silicon surface is repulsive. In continuum electrostatics the image energy plus $-Fz$ then falls steadily away from the interface, from about $+0.007$ eV at 0.5 nm to $-0.005$ eV at 1 nm, and has no interior maximum. The image-force row below therefore describes a contact without the layer and only indicates the size of such effects. A numerical search for the largest slope gives the following, with energies in eV.

| Model | $\Phi_M$ | $E_F$ | Slope |
|---|---|---|---|
| ideal | 4.425 | 0.618 | 0.693 |
| 300 K filling | 4.429 | 0.616 | 0.684 |
| also space charge | 4.440 | 0.614 | 0.676 |
| also image force | 4.446 | 0.610 | 0.665 |
| ideal, varying layer | 4.414 | 0.626 | 0.702 |

In the last row the layer is 1.0 nm thick at $\Phi_M^*$ and thickens by 10% of that value per eV of work function. The slope then exceeds $S_m$ because $An$ is negative there. In every row the steepest point stays within 0.01 eV of the density minimum. Thermal filling and space charge together change the barrier itself by less than 0.01 eV between 4.1 and 5.3 eV.

The equilibrium barrier stays clear of other limits, but the current does not. At $\Phi_M=5.3$ eV the Fermi level is still about $8kT$ above the valence band, and the surface hole density, $4\times10^{15}$ cm$^{-3}$, is below the doping. Tunnelling through the semiconductor barrier is governed by $E_{00}=\tfrac12\sqrt{4\pi N_d/(m\kappa_s)}$. For a light mass $m=0.19$ this is about 0.001 eV, far below $kT$, so carriers pass the barrier inside the semiconductor mainly by thermal emission. They must still tunnel through the oxide. For a 3.1 eV offset and an oxide mass of 0.3 to 0.5, the WKB transmission is about $10^{-4}$ to $10^{-6}$. This adds roughly 0.25 to 0.33 eV to a barrier read from the current, far more than the image term. It raises the peak slope by less than 0.01 and leaves the steepest point in place. The same factor suppresses electron emission so much that, from about $\Phi_M=5.0$ eV upward, hole injection into the silicon (about $10^{-13}$ to $10^{-12}$ A cm$^{-2}$ for lifetimes of 1 ms to 10 μs) becomes comparable or larger, and the current no longer measures $\Phi_B$ alone. The largest oxide field is 3.4 MV/cm, below the roughly 10 MV/cm at which good thermal oxides break down; a poor thin oxide may fail earlier.

*The real case.* A density near $10^{13}$ cm$^{-2}$ eV$^{-1}$ belongs to a poor, unannealed interface. The smooth U of part (e) is a model shape holding $7.5\times10^{13}$ states per cm$^2$, about a tenth of the Si(100) surface atom density. Unannealed oxides on silicon also show dangling-bond peaks near 0.25 and 0.85 eV. Each peak flattens the curve where $E_F$ crosses it, so the slope can have more than one local maximum. A good annealed thermal oxide has roughly $10^{11}$ or less near midgap. With the same layer this gives $AD\approx0.005$, and near midgap the minimum leaves almost no mark on a slope already close to 1. At high work functions, where the barrier approaches the gap, holes gather at the semiconductor surface and their charge lowers the slope. At low work functions accumulated electrons do the same. With the density of part (e) scaled to a minimum of $10^{11}$, the slope is about 0.63 at 4.1 eV, and the steepest point is set by the space charge, at $E_F\approx0.52$ eV rather than at the density minimum. Real contacts can also break the assumption that all metals meet the same interface, since metals can react with the oxide or alter its charge. An extra positive charge of $10^{12}$ elementary charges per cm$^2$ at the semiconductor side changes the right side of (2) by $-0.046$ eV. Near the steepest point it lowers the barrier by about $0.69\times0.046=0.03$ eV, more than the thermal and space-charge corrections together. Locating the density minimum from measured barriers therefore requires interface charge that is reproducible from metal to metal, as well as closely spaced work functions.

All numerical values are calculated from the stated model.
